# Converting the MS-bar and on-shell electromagnetic couplings at the Z mass

**Question**

I have met two values for the electromagnetic coupling at the Z mass, \(1/127.95\) and \(1/128.96\). One is said to be an MS-bar coupling and the other an "on-shell" effective coupling, and they are supposed to be related by

\[
\frac{\alpha}{\pi}\left(\frac{100}{27}-\frac16-\frac74\ln\frac{M_Z^2}{M_W^2}\right).
\]

I can see that fermion loops make the coupling run, but then I am stuck. Which value belongs to which definition, and what exactly does the expression convert? Where does \(-1/6\) come from, when a W loop ought to give just a logarithm? And how can this be calculated at all, if light quarks at low energy are not perturbative? When I put in numbers I get a difference of about 0.985 between the inverse couplings, not 1.01. Have I made a mistake?

**Answer**

Your arithmetic is right. The value \(1/127.95\) is the MS-bar coupling and \(1/128.96\) the on-shell one. The expression is the difference of their vacuum-polarization shifts at one loop. It accounts for most of the gap between the two values, but it predicts neither value by itself.

**What is being compared**

I use \(\hbar=c=1\), \(\alpha=e^2/4\pi\) for the coupling at zero momentum transfer (the Thomson coupling), and \(d=4-2\epsilon\) dimensions. The two couplings at the Z mass are written

\[
\alpha_{\rm os}=\frac{\alpha}{1-\Delta_{\rm os}},\qquad
\alpha_{\rm ms}=\frac{\alpha}{1-\Delta_{\rm ms}} .
\]

The on-shell shift contains three charged leptons and five quarks. The MS-bar shift, at \(\mu=M_Z\), contains the same fermions and the W. The top quark is left out of both for now.

It helps to absorb \(e\) into the photon field, so that charged fields see \(D_\mu=\partial_\mu+iQA_\mu\) and the classical Lagrangian is \(-F^2/(4e_0^2)\). Gauge invariance forbids a separate renormalization of \(A_\mu\) in \(D_\mu\), so the coefficient of \(-F^2/4\) is the inverse squared coupling. Let the loops add \(P(q^2)/4\pi\) to it. Then

\[
\frac1\alpha=\frac1{\alpha_0}+P_f(0)+P_W(0),
\]

where \(f\) denotes the fermions. The on-shell coupling moves only the fermion part to \(q^2=M_Z^2\) and keeps its real part:

\[
\frac1{\alpha_{\rm os}}=\frac1\alpha-P_f(0)+{\rm Re}\,P_f(M_Z^2)
=\frac1{\alpha_0}+{\rm Re}\,P_f(M_Z^2)+P_W(0).
\]

The MS-bar coupling instead adds to \(1/\alpha_0\) just the \(1/\epsilon\) poles of \(P_f\) and \(P_W\). Subtracting,

\[
\frac1{\alpha_{\rm os}}-\frac1{\alpha_{\rm ms}}
={\rm fin}\,{\rm Re}\,P_f(M_Z^2)+{\rm fin}\,P_W(0),
\tag{1}
\]

with "fin" meaning what remains after the pole is removed.

This answers the question about light quarks. Their low-energy physics sits in \(P_f(0)\), which has cancelled. Each coupling separately needs hadronic input; their difference needs the quark loop only at the Z mass, where a perturbative estimate is reasonable.

**The fermion loop**

For one fermion of charge \(Q\), mass \(m\) and \(N_c\) colours, the loop is

\[
i\Pi^{\mu\nu}=-N_cQ^2\!\int\!\frac{d^dk}{(2\pi)^d}
\frac{{\rm tr}[\gamma^\mu(\slashed k+m)\gamma^\nu(\slashed k+\slashed q+m)]}
{(k^2-m^2)\,[(k+q)^2-m^2]} .
\]

The leading minus sign is that of a closed fermion loop; the factors \(i\) from two vertices and two propagators multiply to one. By gauge invariance \(\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi\), so it is enough to find the \(q^\mu q^\nu\) term.

A Feynman parameter \(x\) and the shift \(k=l-xq\) turn the denominator into \((l^2-D)^2\), with \(D=m^2-x(1-x)q^2\). The trace is

\[
4\left[k^\mu(k+q)^\nu+k^\nu(k+q)^\mu-g^{\mu\nu}\big(k\cdot(k+q)-m^2\big)\right].
\]

Since \(k+q=l+(1-x)q\), its \(q^\mu q^\nu\) part is \(-8x(1-x)\). Terms linear in \(l\) vanish, and \(l^\mu l^\nu\) integrates to a multiple of \(g^{\mu\nu}\). The remaining integral follows from \(l^0=il_E^0\) and \(1/a^2=\int_0^\infty dt\,t\,e^{-at}\):

\[
\int\!\frac{d^dl}{(2\pi)^d}\frac1{(l^2-D)^2}
=i\int_0^\infty\! dt\,t\,\frac{e^{-tD}}{(4\pi t)^{d/2}}
=\frac{i\,\Gamma(\epsilon)}{(4\pi)^{d/2}}D^{-\epsilon}.
\]

The \(q^\mu q^\nu\) coefficient equals \(-\Pi\), hence

\[
-\Pi=\frac{8N_cQ^2}{(4\pi)^{d/2}}\Gamma(\epsilon)\int_0^1\!dx\,x(1-x)D^{-\epsilon}.
\]

In the quadratic action the classical term is \(-\tfrac12A_\mu(q^2g^{\mu\nu}-q^\mu q^\nu)A_\nu/e_0^2\), and the loop adds \(+\tfrac12A_\mu\Pi^{\mu\nu}A_\nu\). Thus \(1/e_0^2\) becomes \(1/e_0^2-\Pi\), and \(P=-4\pi\Pi\).

The bare coupling carries a scale factor \(\mu_0^{2\epsilon}\), and the MS-bar convention sets \(\mu_0^2=\mu^2e^{\gamma}/4\pi\), with \(\gamma\) Euler's constant. This gives

\[
P_f(q^2)=\frac{2N_cQ^2}{\pi}\Gamma(\epsilon)e^{\gamma\epsilon}
\int_0^1\!dx\,x(1-x)\left(\frac{\mu^2}{D}\right)^{\epsilon}.
\]

Because \(\Gamma(\epsilon)=1/\epsilon-\gamma+O(\epsilon)\), the prefactor \(\Gamma(\epsilon)e^{\gamma\epsilon}\) is \(1/\epsilon+O(\epsilon)\), with no constant. Using \(\int_0^1x(1-x)dx=1/6\),

\[
{\rm fin\,Re}\,P_f=\frac{N_cQ^2}{3\pi}\,6\int_0^1\!dx\,x(1-x)\ln\frac{\mu^2}{|D|}.
\tag{2}
\]

At \(q^2=0\) this is \((N_cQ^2/3\pi)\ln(\mu^2/m^2)\). At \(q^2=\mu^2=M_Z^2\gg m^2\), instead, \(|D|\to x(1-x)M_Z^2\), and the symmetry \(x\leftrightarrow1-x\) gives

\[
-6\int_0^1\!x(1-x)\ln[x(1-x)]\,dx
=-12\int_0^1(x-x^2)\ln x\,dx
=-12\left(-\frac14+\frac19\right)=\frac53 .
\]

The charge sum is \(3\) for the leptons, plus \(3(2\cdot\frac49+3\cdot\frac19)=\frac{11}{3}\) for the quarks, together \(\frac{20}{3}\). The fermion part of (1) is therefore

\[
\frac1{3\pi}\cdot\frac53\cdot\frac{20}{3}=\frac1\pi\,\frac{100}{27}.
\]

So \(100/27\) is the constant left when a coupling defined by a loop at timelike \(q^2=M_Z^2\) is compared with one defined by removing a pole at \(\mu=M_Z\).

**The W in a weak magnetic field**

For the W we need \(P\) only at zero momentum. A constant magnetic field \(B\) is then enough: find the energy of the W vacuum and read off its \(B^2\) term. Here \(B\) includes the absorbed factor \(e\), and \(0<B\ll M_W^2\).

First, the W equation. Write the SU(2) field as \(T_3A_\mu+(T_+W_\mu+T_-W_\mu^\dagger)/\sqrt2\). Since \([T_+,T_-]=2T_3\), the third component of the field strength is

\[
F_{\mu\nu}+i(W_\mu W_\nu^\dagger-W_\nu W_\mu^\dagger).
\]

Minus one quarter of its square contains the cross term \(iF^{\nu\mu}W_\nu^\dagger W_\mu\). The other two components give \(-\frac12W^\dagger_{\mu\nu}W^{\mu\nu}\), where \(W_{\mu\nu}=D_\mu W_\nu-D_\nu W_\mu\). Adding the mass term and varying \(W_\nu^\dagger\),

\[
D_\mu W^{\mu\nu}+M_W^2W^\nu+iF^{\nu\mu}W_\mu=0 .
\]

Apply \(D_\nu\), using \([D_\mu,D_\nu]=iF_{\mu\nu}\) and constant \(F\). The first term gives \(\frac12[D_\nu,D_\mu]W^{\mu\nu}=-\frac i2F_{\mu\nu}W^{\mu\nu}\), and the last gives \(+\frac i2F_{\mu\nu}W^{\mu\nu}\). They cancel, leaving \(D_\mu W^\mu=0\). With this constraint,

\[
D_\mu W^{\mu\nu}=D^2W^\nu-[D_\mu,D^\nu]W^\mu=D^2W^\nu+iF^{\nu\mu}W_\mu,
\]

so that

\[
(D^2+M_W^2)W^\nu+2iF^{\nu\mu}W_\mu=0 .
\]

The factor 2 is the gyromagnetic ratio of the W. The orbital part has Landau levels \((2n+1)B\), and the matrix \(2iF\) adds \(\mp2B\) to the two circular combinations of components in the plane normal to the field. Hence

\[
\omega^2=M_W^2+k^2+(2n+1-2s)B,\qquad n=0,1,2,\ldots
\]

with \(k\) the momentum in the other \(d-3\) space dimensions.

Now count the polarizations. Of the \(d\) components, one has \(s=+1\), one has \(s=-1\), and \(d-2\) have \(s=0\). The constraint removes one \(s=0\) set. To see this, take a scalar solution \((D^2+M_W^2)\chi=0\). The commutator \([D^2,D^\nu]\chi=-2iF^{\nu\mu}D_\mu\chi\) shows that \(D^\nu\chi\) solves the last vector equation. But its divergence is \(-M_W^2\chi\neq0\), so it is not a W state. Conversely, applying \(D_\nu\) to the vector equation and using the same commutator shows that \(\chi'=D_\nu W^\nu\) of any solution obeys the scalar equation, and \(W^\nu+D^\nu\chi'/M_W^2\) then has zero divergence. Every solution is thus a W state plus a gradient, and the gradients, one for each scalar mode, have the \(s=0\) spectrum. There remain \(d-3\) sets with \(s=0\), and \(d-1\) polarizations in all.

These sets were tested by diagonalizing the original vector operator, before the constraint is used, in three, four and five dimensions.

**From the levels to the coupling**

Each mode of the complex W field contributes \(\omega/2\) for the particle and \(\omega/2\) for the antiparticle. The Lagrangian density is minus the vacuum energy density. Each Landau level holds \(B/2\pi\) states per unit area. In dimensional continuation,

\[
\omega=-\frac1{2\sqrt\pi}\int_0^\infty\!dt\,t^{-3/2}e^{-t\omega^2},
\]

because \(\Gamma(-\frac12)=-2\sqrt\pi\). The \(k\) integral gives \((4\pi t)^{-(d-3)/2}\), and \(1/(2\sqrt\pi\,t^{3/2})=t^{-1}(4\pi t)^{-1/2}\). With \(y=Bt\), the level sum is

\[
\frac B{2\pi}\sum_{n,s}e^{-(2n+1-2s)y}
=\frac1{4\pi t}\,\frac{y}{\sinh y}\,(2\cosh2y+d-3),
\]

where \(\sum_ne^{-(2n+1)y}=1/(2\sinh y)\) was used. Altogether,

\[
\mathcal L_W=\int_0^\infty\!\frac{dt}{t}\,\frac{e^{-M_W^2t}}{(4\pi t)^{d/2}}
\,\frac{y}{\sinh y}\,(2\cosh2y+d-3).
\]

For a weak field \(y/\sinh y=1-y^2/6+\cdots\), and the bracket is \(d-1+4y^2+\cdots\). The coefficient of \(y^2\) is thus \(4-(d-1)/6\), and

\[
\mathcal L_W\big|_{B^2}=B^2\left[4-\frac{d-1}6\right]
\frac{\Gamma(\epsilon)}{(4\pi)^{d/2}}M_W^{-2\epsilon}.
\]

The classical term is \(-B^2/(2e_0^2)\), so \(1/e_0^2\) receives \(-2\) times the factor multiplying \(B^2\). Multiplying by \(4\pi\) and inserting the MS-bar scale,

\[
P_W(0)=\frac1{4\pi}\left[\frac{d-1}3-8\right]
\Gamma(\epsilon)e^{\gamma\epsilon}\left(\frac{\mu^2}{M_W^2}\right)^{\epsilon}.
\]

The term \((d-1)/3\) is orbital and has the same sign as a fermion's contribution. The \(-8\) comes from the magnetic moment and wins, so the W contributes to the running with the opposite sign.

The missing constant is now visible. In \(d=4-2\epsilon\) the bracket is \(-7-\frac23\epsilon\), not just \(-7\), and

\[
\left(-7-\frac23\epsilon\right)\left(\frac1\epsilon+\ln\frac{\mu^2}{M_W^2}\right)
=-\frac7\epsilon-7\ln\frac{\mu^2}{M_W^2}-\frac23+O(\epsilon).
\]

MS-bar removes \(-7/\epsilon\) and leaves

\[
{\rm fin}\,P_W(0)=-\frac1\pi\left(\frac74\ln\frac{\mu^2}{M_W^2}+\frac16\right).
\tag{3}
\]

The \(-1/6\) is the trace of \(d-1=3-2\epsilon\) polarizations meeting a \(1/\epsilon\) pole. With the number of polarizations held at three, the same calculation would have no such constant. It belongs to the definition of the MS-bar coupling.

**The conversion**

Setting \(\mu=M_Z\) in (3) and adding the fermion part,

\[
\frac1{\alpha_{\rm os}}-\frac1{\alpha_{\rm ms}}=\frac K\pi,\qquad
K=\frac{100}{27}-\frac16-\frac74\ln\frac{M_Z^2}{M_W^2}.
\]

Since \(1/\alpha_{\rm os}-1/\alpha_{\rm ms}=(\Delta_{\rm ms}-\Delta_{\rm os})/\alpha\), this is the same as

\[
\Delta_{\rm ms}-\Delta_{\rm os}=\frac\alpha\pi K .
\]

The \(\alpha\) in your expression is the Thomson coupling, and it drops out of the gap between the inverse couplings.

For another MS-bar scale, (2) supplies an extra fermion logarithm:

\[
\frac1{\alpha_{\rm os}(M_Z)}-\frac1{\alpha_{\rm ms}(\mu)}
=\frac1\pi\left[\frac{100}{27}+\frac{20}9\ln\frac{\mu^2}{M_Z^2}
-\frac16-\frac74\ln\frac{\mu^2}{M_W^2}\right].
\]

At \(\mu=M_W\) the W logarithm vanishes but \(-1/6\) stays, which separates the threshold constant from the running. The formula keeps the same particle content at every \(\mu\), and it omits higher-order terms, which also grow with these logarithms.

**The numbers**

With \(M_W/M_Z=0.88145\), the logarithm is \(-2\ln0.88145=0.2524\), and

\[
K=3.70370-0.16667-0.44165=3.09538 .
\]

Dividing by \(\pi\) gives a gap of \(0.985\). The fermions alone would give \(3.7037/\pi=1.179\); the W lowers this by \(0.194\). In terms of the shifts,

\[
\Delta_{\rm ms}-\Delta_{\rm os}=0.0023228\times3.0954=0.00719 .
\]

Starting from the MS-bar value, one obtains \(127.95+0.985=128.935\) for the inverse on-shell coupling. Starting from the on-shell value, one obtains \(128.96-0.985=127.975\) for the inverse MS-bar coupling.

The cancellation of low-energy physics can be seen with free quarks. Take masses of 0.1, 0.1, 0.3, 1.5 and 4.8 GeV for u, d, s, c and b. These are round model parameters, not a description of hadrons. The inverse on-shell and MS-bar couplings are then \(129.194\) and \(128.208\). Raising the three light masses to 0.3, 0.3 and 0.5 GeV moves them to \(129.619\) and \(128.633\). Both shift by \(0.425\), while the gap is \(0.9864\) in both cases. Its excess of \(0.0011\) over \(K/\pi\) is due to finite fermion masses: with all lepton and quark masses of the first set reduced a hundredfold, the gap becomes \(0.9853\).

**The part that is left over**

The quoted values differ by \(128.96-127.95=1.01\), which is \(0.025\) more than the formula gives. Several things that bear on this remainder have been left out.

- **Rounding.** Each value is given to two decimals, so rounding changes the gap by at most \(0.010\). It cannot explain the remainder alone.

- **The top quark.** A decoupled MS-bar coupling absorbs \(P_t(0)\). If the on-shell coupling includes the top, its inverse gains \({\rm Re}\,P_t(M_Z^2)-P_t(0)\). Expanding the logarithm in (2) for a heavy top gives
\[
\frac{4/3}{3\pi}\,6\int_0^1\!dx\,x^2(1-x)^2\,\frac{M_Z^2}{m_t^2}
=\frac4{45\pi}\frac{M_Z^2}{m_t^2}.
\]
The full one-loop integral, with \(m_t/M_Z\approx1.9\), gives \(0.008\). The effect is small because a heavy particle hardly changes the polarization between \(q^2=0\) and \(M_Z^2\). If the quoted on-shell value includes it, the remainder falls to \(0.017\).

- **Strong corrections.** Gluons modify the quark loop at \(M_Z\). A naive estimate, \(\alpha_s/\pi\) times the quark part of the gap, is \(0.025\) for \(\alpha_s=0.12\), which looks just like the remainder. The agreement is an accident, because the true coefficient is small and negative. For massless quarks the two-loop diagrams add
\[
\frac{\alpha_s}{\pi}\left(\frac{605}{108}-\frac{44}{9}\zeta(3)\right)\approx-0.275\,\frac{\alpha_s}{\pi}
\]
to \(K\), where \(\zeta(3)\approx1.202\). This changes the gap by only \(-0.003\), so gluons at this order slightly enlarge the remainder instead of explaining it. Because this coefficient is so small, the next order is larger. Continuing the running of \(\alpha_s\) to timelike \(q^2\) produces a \(\pi^2\) term of about \(-11\,(\alpha_s/\pi)^2\) in \(K\), which changes the gap by a further \(-0.005\). Together the gluon terms lower the predicted gap by about \(0.009\) and raise the remainder to about \(0.033\), or \(0.025\) if the top loop is included.

- **Hadronic input.** The cancellation of \(P_f(0)\) requires the same low-energy input in both couplings. If the two values were obtained from different hadronic evaluations, a difference of \(0.00018\) in \(\Delta\) would by itself be as large as the remainder.

The two numbers alone cannot decide how these effects share the remainder. Higher electroweak orders are also absent from the one-loop formula. What the derivation does establish is the sign of the gap and its main size: the two schemes treat the constant part of the fermion loops differently, and the MS-bar coupling also counts the W. The one-loop terms and the comparisons based on them are listed in the numerical output; the gluon terms are known results, quoted here without derivation.

## Computed results

```
INPUTS
1/alpha (Thomson)                     137.035999
M_W/M_Z                               0.88145
M_Z, rounded                          91.19 GeV
top mass, rounded                     173 GeV
quoted 1/alpha_ms, 1/alpha_os         127.95, 128.96
W LOOP FROM DIAGONALIZATION
b_W in d = 3                          -7.33333
b_W in d = 4                          -7.00000
b_W in d = 5                          -6.66667
slope of b_W with d                   0.33333
finite constant of W loop, over 4     -0.16667
FERMION LOOP
b of unit-charge Dirac fermion        1.33333
constant from dispersion integral     1.66667
constant from massless loop           1.66666
sum of N_c Q^2                        6.66667
CONVERSION
fermion term 100/27                   3.70370
W constant -1/6                       -0.16667
ln(M_Z^2/M_W^2)                       0.25237
W logarithm term                      -0.44165
K                                     3.09538
alpha/pi                              0.0023228
Delta_ms - Delta_os                   0.007190
K/pi = gap of inverse couplings       0.9853
QUARK-MASS TEST (masses u,d,s,c,b in GeV)
set A: (0.1, 0.1, 0.3, 1.5, 4.8)
  1/alpha_os, 1/alpha_ms, gap   129.1943, 128.2080, 0.9864
set B: (0.3, 0.3, 0.5, 1.5, 4.8)
  1/alpha_os, 1/alpha_ms, gap   129.6190, 128.6327, 0.9864
gap, set A with all masses x 0.01     0.98529
QUOTED PAIR
Delta_ms from quoted value            0.06630
Delta_os from quoted value            0.05893
1/alpha_os predicted from 127.95      128.935
1/alpha_ms predicted from 128.96      127.975
quoted gap                            1.010
remainder, quoted minus formula       0.0247
largest effect of rounding            0.010
top loop added to 1/alpha_os          0.0081
remainder after top loop              0.0166
alpha_s, round parameter              0.12
quark part of the gap                 0.6484
naive size of strong corrections      0.0248
hadronic Delta change closing gap     0.000180
```
